The Ziegler-Rauk-Baerends sum method and the multiplets of p², part 2

The Ziegler-Rauk-Baerends sum method builds multiplet energies from determinant energies; here it is tested on p², in Hartree atomic units. "The program" checks results numerically.

In |a⁺b⁻|, a holds spin up and b spin down. With T₁ = |a⁺b⁺|, mix = |a⁺b⁻| and common orbitals, expectation values of H give E_S − E_T = 2K_ab (K_ab: exchange integral). The method instead uses

E_DFT[D] = T_s + V_ext + U[n] + E_xc[n↑, n↓],

the kinetic, external, Hartree and exchange-correlation energies, so

E_S − E_T ≈ 2( E_xc[mix] − E_xc[T₁] ).

Local exchange is

E_x = −C_x Σ_σ ∫ n_σ^{4/3} d³r,  C_x = ¾(6/π)^{1/3}.

By (c), E_x[mix] − E_x[T₁] decreases as the closed-shell density grows.

The p orbitals share R(r), with real x, y, z and p₁ = −(x+iy)/√2, p₀ = z, p₋₁ = (x−iy)/√2. Letters denote determinants and their energies: A = |x⁺y⁺|, B = |1⁺0⁺|, C = |1⁺1⁻|, D = |1⁺0⁻|, E = |0⁺0⁻|, F = |x⁺y⁻|, G = |1⁺−1⁻|. From (e), for term energies ³P, ¹D, ¹S:

A = B = ³P,  C = ¹D,  D = F = ½(³P + ¹D),
E = ⅔ ¹D + ⅓ ¹S,  G = ½ ³P + ⅙ ¹D + ⅓ ¹S.

route 1: ³P = A, ¹D = 2F − A, ¹S = 3E − 2·¹D;
route 2: ³P = B, ¹D = C, ¹S = 3E − 2C;
route 3: ³P = B, ¹D = 2D − B, ¹S = 3E − 2·¹D;
route 4: ³P = B, ¹D = C, ¹S = 3G − C/2 − 3B/2.

From (f), with μ = cos θ, P₂ = (3μ² − 1)/2, ⟨…⟩ the sphere average and γ the angle between r₁ and r₂:

|p_m|² = (R²/4π)(1 + c_m P₂),  c₀ = 2, c±₁ = −1,
1/r₁₂ = Σ_k (r_<^k / r_>^{k+1}) P_k(cos γ),
J_mm′ = F⁰ + c_m c_m′ F₂,
F^k = ∫∫ R²(r₁) R²(r₂) (r_<^k / r_>^{k+1}) r₁² r₂² dr₁ dr₂,  F₂ = F²/25,
³P = F⁰ − 5F₂,  K_xy = 3F₂,
5·¹D = 3·³P + 2·¹S.

(g) Replace the determinant energies by E_DFT with frozen orbitals. Let an optional closed s² shell share the radial function R, with λ = 1 if it is present and λ = 0 if not. Find U and the local exchange energy of each determinant, and decide whether the four routes still agree.

Solution. T_s and V_ext are the same for all seven determinants, so only U + E_xc matters. The total density is axially symmetric in every case, since x² + y² = |p₁|² + |p₋₁|². An s orbital contributes R²/4π, so

n = (R²/4π)(N + cP₂),  N = 2 + 2λ,

with c the sum of the c_m: c = −2 for A, C, F, G; c = 1 for B, D; c = 4 for E. The calculation of J in (f), with 1 replaced by N, gives

U = ½( N²F⁰ + c²F₂ ).

The program asserts this for N = 2 against the analytic Gaussian integrals.

For exchange write n_σ = (R²/4π)(λ + y_σ), where y_σ is the angular factor of the p electrons of spin σ. Then ∫n_σ^{4/3}d³r = (4π)^{−4/3} · ∫R^{8/3}r²dr · 4π⟨(λ + y_σ)^{4/3}⟩, and

E_x = −κ Σ_σ ⟨(λ + y_σ)^{4/3}⟩,  κ = C_x Q (4π)^{−1/3},  Q = ∫R^{8/3} r² dr.

Four angular factors occur:

y_z = 3μ²,  y₁ = (3/2)(1 − μ²),  y_xy = 3(1 − μ²),  y₁₀ = y₁ + y_z = (3/2)(1 + μ²).

The (up, down) assignments are A: (y_xy, 0), B: (y₁₀, 0), C and G: (y₁, y₁), D: (y₁, y_z), E: (y_z, y_z). In F the up density belongs to x and the down density to y. Each is a rotated copy of the z density, the s shell is spherical, and exchange treats each spin separately, so E_x(F) = E_x(E). Correlation couples the spins at each point and does not share this equality.

For λ = 0 the averages are integrals over μ from 0 to 1. Directly, ⟨μ^{8/3}⟩ = 3/11. The substitution t = μ² turns ⟨(1 − μ²)^{4/3}⟩ into ½∫₀¹ t^{−1/2}(1 − t)^{4/3}dt = √π Γ(7/3)/(2Γ(17/6)). The binomial series integrated term by term gives ⟨(1 + μ²)^{4/3}⟩ = Σ_j (4/3 choose j)/(2j + 1), which is the hypergeometric value ₂F₁(−4/3, ½; 3/2; −1). The program asserts these three forms against quadrature.

Any functional of the spin densities gives G = C, because their spin densities are identical. Route 4 then reads ¹S − ¹D = 3C − C/2 − 3B/2 − C = (3/2)(C − B), so it returns the ratio 3/2 whatever the functional. Eliminating the three terms from the seven equations of (e), with G = C, leaves four conditions:

A = B,  D = F,  2D = B + C,  3C = B + 2E.

The last comes from inserting ¹S = 3E − 2C into 5·¹D = 3·³P + 2·¹S, which gives 9C = 3B + 6E. Expectation values of H satisfy all four. A functional that is invariant under rotations is forced to satisfy a condition only if the densities on the two sides are rotated copies, and here they are not. The density y_xy of A vanishes along an axis, while y₁₀ of B vanishes in no direction; the p density of F vanishes on the z axis, while that of D, again y₁₀, vanishes in no direction. B and D (M_L = 1) and C (M_L = 2) carry an orbital current, which a functional of the spin densities does not see. C and G differ in current but have the same spin densities and the same exact energy.

The exact expression shows what the functional would have to do. For λ = 0 the exact exchange energy is the determinant energy minus U:

A: (F⁰ − 5F₂) − (2F⁰ + 2F₂) = −F⁰ − 7F₂,
B: (F⁰ − 5F₂) − (2F⁰ + ½F₂) = −F⁰ − (11/2)F₂.

The Hartree difference U(A) − U(B) = ½(4 − 1)F₂ = (3/2)F₂, which is independent of N, is cancelled by an exchange difference of −(3/2)F₂. In the same way U(D) − U(F) = −(3/2)F₂ must be cancelled. Local exchange supplies −κ[⟨(λ+y_xy)^{4/3}⟩ − ⟨(λ+y₁₀)^{4/3}⟩], which has no reason to equal −(3/2)F₂. The routes therefore disagree in general, and the sum method does not define unique term energies for p².

(h) Take R(r) = ν r e^{−ζr} with the model value ζ = 1.5 bohr⁻¹ for both s and p orbitals. Evaluate the radial constants, and compare the singlet-triplet splitting of s¹p¹ (no closed shell) from 2K_sp with the sum method, using p₀ or p₁, with local exchange alone (LSDA-x) and with PW92 correlation added (LSDA).

Solution. Let α = 2ζ. Normalization requires ν²∫r⁴e^{−αr}dr = ν²·4!/α⁵ = 1, so ν² = α⁵/24 = 10.125 bohr⁻⁵. With a common R, the integrals F⁰, F² and the s-p exchange integral G¹ are one expression I_k at k = 0, 2 and 1. The regions r₂ < r₁ and r₂ > r₁ contribute equally, so with p = 4 + k and q = 3 − k,

I_k = 2ν⁴ ∫₀^∞ dr₁ r₁^q e^{−αr₁} ∫₀^{r₁} dr₂ r₂^p e^{−αr₂}.

Repeated integration by parts gives the inner integral as (p!/α^{p+1})[1 − e^{−αr₁} Σ_{j=0}^{p} (αr₁)^j/j!]. The outer integrals are of the type ∫r^s e^{−βr}dr = s!/β^{s+1}. With ν⁴ = α¹⁰/576 and p + q + 2 = 9, one power of α survives:

I_k = (2α p!/576) [ q! − Σ_{j=0}^{p} (q + j)!/(j! 2^{q+j+1}) ].

For k = 0 the sum is 3/8 + 3/4 + 15/16 + 15/16 + 105/128 = 489/128, the bracket is 279/128, the prefactor is α/12, and F⁰ = 93α/512 = 93ζ/256. For k = 1 the sum is (64 + 96 + 96 + 80 + 60 + 42)/256 = 438/256, the bracket is 74/256, the prefactor is 5α/12, and G¹ = 185ζ/768. For k = 2 the sum is (64 + 64 + 48 + 32 + 20 + 12 + 7)/256 = 247/256, the bracket is 9/256, the prefactor is 5α/2, and F² = 45ζ/256. At ζ = 1.5,

F⁰ = 0.544922, G¹ = 0.361328, F² = 0.263672, F₂ = 0.010547 Ha.

The program asserts these against nested quadrature. The exchange constant needs Q = ν^{8/3}∫r^{14/3}e^{−8ζr/3}dr = ν^{8/3}Γ(17/3)/(8ζ/3)^{17/3} = 0.582793 bohr⁻¹, and with C_x = 0.930526 this gives κ = 0.233260 Ha. The quantities F⁰, G¹, F², F₂, Q and κ are proportional to ζ (ν² scales as ζ⁵ and C_x is a pure number), so exchange-only ratios do not depend on ζ.

The product of s and p₀ is (R²/4π)√3 μ. Only k = 1 survives in the expansion of (f), with ⟨μP₁⟩ = 1/3, so K_sp = (√3/3)² G¹ = G¹/3; the program asserts this factor with the Gaussian integrals. K_sp is a rotation-invariant Hermitian form in the p orbital and so has the same value for p₁. The reference splitting is

2K_sp = (2/3)(0.361328) = 0.240885 Ha = 6.555 eV.

In the functional, the s electron has angular factor 1. The triplet has the up factor 1 + y, and the mixed determinant has 1 and y in opposite spins. For p₀ the averages are ⟨(1 + y_z)^{4/3}⟩ = 2.628348 and ⟨y_z^{4/3}⟩ = 1.180022:

E_x[T₁] = −0.233260 × 2.628348 = −0.613087 Ha,
E_x[mix] = −0.233260 × (1 + 1.180022) = −0.508511 Ha,
splitting = 2 × (0.613087 − 0.508511) = 0.20915 Ha = 5.691 eV.

For p₁ the averages are 2.549071 and 1.050609, the energies are −0.594595 and −0.478324 Ha, and the splitting is 2 × 0.116271 = 0.23254 Ha = 6.328 eV. Relative to 2K_sp these are low by 13 % and 3.5 %. The program evaluates the functional on a three-dimensional grid and asserts agreement with these factorized expressions and the positive sign. The two values differ by 0.64 eV although they describe the same pair of terms, so the ambiguity found in (g) already appears here, with a single open electron in the degenerate p shell.

With correlation and p₀, E_xc is −0.660766 Ha for the triplet and −0.590811 Ha for the mixed determinant. The correlation parts are −0.660766 + 0.613087 = −0.047679 Ha and −0.590811 + 0.508511 = −0.082300 Ha. The less polarized determinant gains 0.034621 Ha more at the same total density, and the splitting drops by twice that, to 0.13991 Ha = 3.807 eV. For p₁ it is 0.15448 Ha = 4.204 eV. The gap between these values and 2K_sp is not an error of like against like, because 2K_sp contains no correlation and the model supplies no correlated reference.

(i) For the same model, evaluate the p² intervals by the four routes for λ = 0 and λ = 1, and account for the exchange-only results.

Solution. The reference intervals, without correlation, are 6F₂ = 0.063281 Ha = 1.722 eV and 9F₂ = 0.094922 Ha = 2.583 eV.

For λ = 0 the Hartree energies are 1.110937 Ha (A, C, F), 1.095117 Ha (B, D) and 1.174219 Ha (E). The exchange energies follow from the averages 1.180022 (y_z), 1.050609 (y₁), 2.647370 (y_xy) and 2.547196 (y₁₀); for example E_x(A) = −0.233260 × 2.647370 = −0.61752 Ha and E_x(D) = −0.233260 × (1.050609 + 1.180022) = −0.52032 Ha. The program asserts the factorized exchange energy against the grid for every determinant and both λ, and asserts that |x⁺x⁻| and |0⁺0⁻|, which are rotated copies, get the same E_xc. The intervals in eV are:

p² (λ = 0)   LSDA-x     LSDA
     ¹D−³P ¹S−¹D  ¹D−³P ¹S−¹D
route 1  3.65 −0.31   2.40 −0.32
route 2  3.26  0.24   2.11 −0.11
route 3  4.02 −2.03   2.62 −1.66
route 4  3.26  4.89   2.11  3.16

For the bare shell the method fails qualitatively: ¹S falls below ¹D in five of the eight cases, and in LSDA-x the interval ¹S − ¹D ranges over about 7 eV. Route 1 with exchange only can be traced fully. Define K̃ = E_x(F) − E_x(A), the local estimate of K_xy = 3F₂. Since U(F) = U(A),

¹D − ³P = 2(F − A) = 2K̃.

Since U(E) − U(A) = ½(16 − 4)F₂ = 6F₂ and E_x(E) = E_x(F),

¹S − ¹D = 3(E − 2F + A) = 3[ 6F₂ + E_x(A) − E_x(F) ] = 18F₂ − 3K̃.

The exact value K̃ = 3F₂ would return 6F₂ and 9F₂. For λ = 0,

K̃ = −0.550503 + 0.617524 = 0.067021 Ha,

which is 2.12 times 3F₂ = 0.063281/2 = 0.03164 Ha. Then 2K̃ = 0.13404 Ha and 3 × (0.063281 − 0.067021) = −0.01122 Ha. In route 1 with exchange only, one quantity causes both errors, and the order of ¹S and ¹D is inverted whenever K̃ exceeds 6F₂. The criterion belongs to this route: routes 2 and 4 keep ¹S above ¹D in the same column of the table.

K̃ is the integral of (c) with a = x and b = y, which was shown to decrease as the closed-shell density grows. For λ = 1,

K̃ = −1.226175 + 1.263774 = 0.037599 Ha,

so ¹D − ³P = 0.07520 Ha, 19 % above 6F₂, and ¹S − ¹D = 3 × (0.063281 − 0.037599) = 0.07705 Ha, 19 % below 9F₂.

With correlation and λ = 1 the sums U + E_xc are

A: 4.380469 − 1.440177 = 2.940292
B: 4.364648 − 1.424499 = 2.940149
C: 4.380469 − 1.384528 = 2.995941
D: 4.364648 − 1.395036 = 2.969612
E: 4.443750 − 1.423579 = 3.020171
F: 4.380469 − 1.412179 = 2.968290

in hartree. The kinetic and external energies, common to all determinants, are omitted; the sums are positive because the attractive external energy is missing. Route 1 gives ¹D = 2 × 2.968290 − 2.940292 = 2.996288, so ¹D − ³P = 0.0560 Ha and ¹S − ¹D = 3 × (3.020171 − 2.996288) = 0.07165 Ha. Route 2 gives C − B = 0.05579 Ha and 3(E − C) = 0.07269 Ha. Route 3 gives 2(D − B) = 0.05893 Ha, ¹D = 2.999075 and 3 × (3.020171 − 2.999075) = 0.06329 Ha. Route 4 gives 0.05579 Ha and 1.5 times that, 0.08369 Ha. In eV:

s²p² (λ = 1)  LSDA-x     LSDA
     ¹D−³P ¹S−¹D  ¹D−³P ¹S−¹D
route 1  2.05  2.10   1.52  1.95
route 2  2.01  2.15   1.52  1.98
route 3  2.16  1.70   1.60  1.72
route 4  2.01  3.02   1.52  2.28

All routes now give the order ³P < ¹D < ¹S. In LSDA the lower interval lies between 1.52 and 1.60 eV and the upper one between 1.72 and 2.28 eV. In routes 1 to 3 the upper interval is 3(E − ¹D), so the differences between their values of ¹D appear in it three times enlarged; in route 3 it is 3E − 6D + 3B, and a shift of D enters six times, against twice in the lower interval. The largest value, 2.28 eV, belongs to route 4, where the upper interval is 3/2 times the lower one. The ratio is 1.280, 1.303 and 1.074 in routes 1 to 3. Its value 1.500 in route 4 is the identity of (g) and says nothing about accuracy.

The ambiguity is measured by the violations of the four conditions of (g). Two of them can be read from the route results: the lower interval of route 3 minus that of route 2 is 2D − B − C, and the upper interval of route 4 minus that of route 2 is (3/2)(3C − B − 2E). With exchange only, 2D − B − C = 0.0278 Ha and 3C − B − 2E = 0.1140 Ha for λ = 0, and 0.0054 and 0.0214 Ha for λ = 1. They fix the spread among routes 2, 3 and 4, which use neither A nor F. The other two conditions, A = B and D = F, are violated less and are followed here in detail. For λ = 0 and exchange only,

A − B = (1.110937 − 1.095117) + (−0.617524 + 0.594158) = 0.015820 − 0.023366 = −0.007546 Ha,

so local exchange overshoots the Hartree difference it should cancel, and D − F = 0.014366 Ha. For λ = 1 they are −0.000540 and 0.002672 Ha. The program asserts that both bare values and the second filled value exceed 0.001 Ha in size, and that both shrink from λ = 0 to λ = 1. With correlation the values are −0.008260 and 0.012290 Ha for λ = 0, and 0.000142 and 0.001323 Ha for λ = 1, where A − B has changed sign.

This shrinking is not a general healing effect of closed shells. Treat λ as a continuous strength of the spherical background, and write y = q + cP₂ for a spin channel with q p electrons, so that ⟨y⟩ = q and ⟨y²⟩ = q² + c²/5. For λ large compared with y,

⟨(λ + y)^{4/3}⟩ = λ^{4/3} + (4/3)λ^{1/3} q + (2/9)λ^{−2/3}(q² + c²/5) + …

A and B have the same q in each spin, so the first two orders cancel, and at leading order

E_x(A) − E_x(B) = −κ (2/9) λ^{−2/3} (4 − 1)/5 = −(2/15) κ λ^{−2/3},

which tends to zero. The Hartree difference (3/2)F₂ = 0.0158 Ha is then left uncancelled, and A − B tends to +0.0158 Ha. The exchange-only A − B thus runs from −0.0075 Ha at λ = 0 through −0.0005 Ha at λ = 1 to +0.0158 Ha as λ → ∞, and by continuity it crosses zero at some λ above 1. In the same way D − F runs from +0.0144 Ha through +0.0027 Ha to −0.0158 Ha. In this model a background of one s electron per spin with the same radial shape gives values much smaller than either limit, and a much denser background would make the first violation larger than in the bare shell. In that same limit K̃ tends to zero, so route 1 would give no ¹D − ³P interval at all, while the exact 6F₂ is unaffected by the closed shell.

Table of computed values

```
A = |x+ y+|: weights 3P,1D,1S = 1.0000 0.0000 0.0000, c = -2
B = |1+ 0+|: weights 3P,1D,1S = 1.0000 0.0000 0.0000, c = 1
C = |1+ 1-|: weights 3P,1D,1S = 0.0000 1.0000 0.0000, c = -2
D = |1+ 0-|: weights 3P,1D,1S = 0.5000 0.5000 0.0000, c = 1
E = |0+ 0-|: weights 3P,1D,1S = 0.0000 0.6667 0.3333, c = 4
F = |x+ y-|: weights 3P,1D,1S = 0.5000 0.5000 0.0000, c = -2
G = |1+ -1-|: weights 3P,1D,1S = 0.5000 0.1667 0.3333, c = -2
ratio (1S-1D)/(1D-3P), erf(0.5 r)/r interaction = 1.500000
zeta = 1.5 1/bohr, norm^2 = 10.1250 bohr^-5
F0, G1, F^2 per zeta = 93/256, 185/768, 45/256
F0 = 0.544922, G1 = 0.361328, F^2 = 0.263672, F2 = 0.010547 Ha
Cx = 0.930526, Q = 0.582793 1/bohr, Cx Q (4pi)^(-1/3) = 0.233260 Ha
<(0+y)^(4/3)>: z: 1.180022, 1: 1.050609, xy: 2.647370, 10: 2.547196
<(1+y)^(4/3)>: z: 2.628348, 1: 2.549071, xy: 4.417886, 10: 4.347749
s1p1 exact splitting 2 G1/3 = 0.240885 Ha = 6.555 eV
s1p1 p=z LSDA-x: Exc T -0.613087, mix -0.508511, S-T 0.209153 Ha = 5.691 eV
s1p1 p=z LSDA: Exc T -0.660766, mix -0.590811, S-T 0.139910 Ha = 3.807 eV
s1p1 p=1 LSDA-x: Exc T -0.594595, mix -0.478324, S-T 0.232542 Ha = 6.328 eV
s1p1 p=1 LSDA: Exc T -0.641767, mix -0.564525, S-T 0.154484 Ha = 4.204 eV
p2 exact: 1D-3P = 0.063281 Ha = 1.722 eV, 1S-1D = 0.094922 Ha = 2.583 eV
p2 A: U 1.110937, Ex -0.617524, Exc -0.665393 Ha
p2 B: U 1.095117, Ex -0.594158, Exc -0.641312 Ha
p2 C: U 1.110937, Ex -0.490129, Exc -0.579747 Ha
p2 D: U 1.095117, Ex -0.520316, Exc -0.593168 Ha
p2 E: U 1.174219, Ex -0.550503, Exc -0.644402 Ha
p2 F: U 1.110937, Ex -0.550503, Exc -0.621278 Ha
p2 LSDA-x: A-B = -0.007546, D-F = 0.014366 Ha
 route 1: 1D-3P 0.134043 Ha (3.647 eV), 1S-1D -0.011220 Ha (-0.305 eV), ratio -0.084
 route 2: 1D-3P 0.119849 Ha (3.261 eV), 1S-1D 0.008723 Ha (0.237 eV), ratio 0.073
 route 3: 1D-3P 0.147683 Ha (4.019 eV), 1S-1D -0.074780 Ha (-2.035 eV), ratio -0.506
 route 4: 1D-3P 0.119849 Ha (3.261 eV), 1S-1D 0.179773 Ha (4.892 eV), ratio 1.500
p2 LSDA: A-B = -0.008260, D-F = 0.012290 Ha
 route 1: 1D-3P 0.088229 Ha (2.401 eV), 1S-1D -0.011872 Ha (-0.323 eV), ratio -0.135
 route 2: 1D-3P 0.077386 Ha (2.106 eV), 1S-1D -0.004122 Ha (-0.112 eV), ratio -0.053
 route 3: 1D-3P 0.096290 Ha (2.620 eV), 1S-1D -0.060834 Ha (-1.655 eV), ratio -0.632
 route 4: 1D-3P 0.077386 Ha (2.106 eV), 1S-1D 0.116079 Ha (3.159 eV), ratio 1.500
s2p2 A: U 4.380469, Ex -1.263774, Exc -1.440177 Ha
s2p2 B: U 4.364648, Ex -1.247414, Exc -1.424499 Ha
s2p2 C: U 4.380469, Ex -1.189191, Exc -1.384528 Ha
s2p2 D: U 4.364648, Ex -1.207683, Exc -1.395036 Ha
s2p2 E: U 4.443750, Ex -1.226175, Exc -1.423579 Ha
s2p2 F: U 4.380469, Ex -1.226175, Exc -1.412179 Ha
s2p2 LSDA-x: A-B = -0.000540, D-F = 0.002672 Ha
 route 1: 1D-3P 0.075198 Ha (2.046 eV), 1S-1D 0.077047 Ha (2.097 eV), ratio 1.025
 route 2: 1D-3P 0.074043 Ha (2.015 eV), 1S-1D 0.078891 Ha (2.147 eV), ratio 1.065
 route 3: 1D-3P 0.079462 Ha (2.162 eV), 1S-1D 0.062635 Ha (1.704 eV), ratio 0.788
 route 4: 1D-3P 0.074043 Ha (2.015 eV), 1S-1D 0.111065 Ha (3.022 eV), ratio 1.500
s2p2 LSDA: A-B = 0.000142, D-F = 0.001323 Ha
 route 1: 1D-3P 0.055995 Ha (1.524 eV), 1S-1D 0.071653 Ha (1.950 eV), ratio 1.280
 route 2: 1D-3P 0.055791 Ha (1.518 eV), 1S-1D 0.072692 Ha (1.978 eV), ratio 1.303
 route 3: 1D-3P 0.058925 Ha (1.603 eV), 1S-1D 0.063289 Ha (1.722 eV), ratio 1.074
 route 4: 1D-3P 0.055791 Ha (1.518 eV), 1S-1D 0.083686 Ha (2.277 eV), ratio 1.500
```
